# Carrier Emission from Gaussian-Broadened Traps in a Random SiGe Alloy: verification in Python

```python
# RESULT UNDER TEST
# Traps with Gaussian depth E (mean E0, standard deviation s) emit at
# e(E) = sigma*v*Nc*exp(-E/kT).  The filled fraction f(t) is the average
# of exp(-e(E)*t).  Its initial rate is R0 = e0*exp(w**2/2) > e0, where
# e0 = e(E0) and w = s/kT.  At later times -f'(t) = R0*f(t*exp(w**2)).
# Energies in eV, times in s, rates in 1/s, densities in cm^-3 or m^-3.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import airy
from scipy.stats import binom

q, hbar, m_e = const.e, const.hbar, const.m_e
k_eV = const.k / q
E0, s, T = 0.23, 0.010, 120.0
cross_section = 1e-15          # cm^2, includes degeneracy and entropy
m_dos, m_velocity = 1.08, 0.26  # rough silicon-like masses, units of m_e
ge_fraction = 0.25
kT = k_eV * T
w = s / kT


def band_density(temp):
    """Effective conduction-band density of states in cm^-3."""
    a = m_dos * m_e * const.k * temp / (2 * np.pi * hbar**2)
    return 2 * a**1.5 * 1e-6


def thermal_speed(temp):
    """Mean thermal speed in cm/s."""
    return 100 * np.sqrt(8 * const.k * temp / (np.pi * m_velocity * m_e))


def rate(energy, temp=T):
    prefactor = cross_section * thermal_speed(temp) * band_density(temp)
    return prefactor * np.exp(-energy / (k_eV * temp))


z = np.linspace(-12, 12, 4801)
gauss = np.exp(-z**2 / 2) / np.sqrt(2 * np.pi)
dz = z[1] - z[0]


def moment(t, order=0, width=s, temp=T):
    """Average of e**order * exp(-e*t) over the trap energies."""
    e = rate(E0 + width * z, temp)
    return np.sum(gauss * e**order * np.exp(-e * t)) * dz


def secant_rate(t, width=s):
    """(1-f(t))/t from the energy integral, without cancellation."""
    e = rate(E0 + width * z)
    return np.sum(gauss * -np.expm1(-e * t)) * dz / t


def slope_rate(t, width=s):
    """-d ln f/dt by a central difference."""
    h = 1e-4 * t
    up, down = moment(t + h, 0, width), moment(t - h, 0, width)
    return -(np.log(up) - np.log(down)) / (2 * h)


e0 = rate(E0)
R0 = e0 * np.exp(w**2 / 2)

# Initial slope, later slope, decrease of rate, and single crossing
for width in (0.003, 0.010, 0.020):
    ww = width / kT
    predicted = e0 * np.exp(ww**2 / 2)
    initial = secant_rate(1e-9 / e0, width)
    assert abs(initial / predicted - 1) < 1e-5
    assert initial > e0
    times = np.logspace(-3, 1, 25) / e0
    slopes = np.array([slope_rate(t, width) for t in times])
    shifted = np.array([predicted * moment(t * np.exp(ww**2), 0, width)
                        / moment(t, 0, width) for t in times])
    assert np.allclose(slopes, shifted, rtol=1e-6)
    assert np.all(np.diff(slopes) < 0)
    assert slopes[0] > e0 > slopes[-1]
    grid = np.logspace(-3, np.log10(30), 400) / e0
    excess = np.array([moment(t, 0, width) * np.exp(e0 * t) - 1
                       for t in grid])
    assert np.sum(np.diff(np.sign(excess)) != 0) == 1
    assert excess[0] < 0 < excess[-1]
    for tau in (0.001, 0.01, 0.05, 0.2):
        deficit = 1 - secant_rate(tau / e0, width) / predicted
        assert 0 < deficit <= tau * np.exp(1.5 * ww**2) / 2

# Fall of the rate equals the variance of rates among surviving traps
for t in (0.1 / e0, 1 / e0, 4 / e0):
    h = 1e-3 * t
    fall = (slope_rate(t + h) - slope_rate(t - h)) / (2 * h)
    m0, m1, m2 = [moment(t, n) for n in range(3)]
    assert abs(fall / ((m1 / m0)**2 - m2 / m0) - 1) < 1e-4

# Energies of the traps that supply the first emission
energy = E0 + s * z
first = gauss * rate(energy)
first /= first.sum()
first_mean = np.sum(first * energy)
first_width = np.sqrt(np.sum(first * (energy - first_mean)**2))
assert abs(first_mean - (E0 - s**2 / kT)) < 1e-9
assert abs(first_width - s) < 1e-9
dT = 0.01
log_rates = [np.log(moment(0, 1, s, x) / x**2) for x in (T - dT, T + dT)]
inverse = [1 / (k_eV * x) for x in (T - dT, T + dT)]
apparent = -(log_rates[1] - log_rates[0]) / (inverse[1] - inverse[0])
assert abs(apparent - first_mean) < 1e-6

# Random traps with random emission times
rng = np.random.default_rng(7)
count = 400000
waiting = rng.exponential(size=count) / rate(rng.normal(E0, s, count))
for t in (0.002, 0.02, 0.1, 0.5):
    f = moment(t)
    assert abs(np.mean(waiting > t) - f) < 5 * np.sqrt(f * (1 - f) / count)

t_cross = brentq(lambda t: moment(t) * np.exp(e0 * t) - 1,
                 1e-3 / e0, 30 / e0)
t_equal = brentq(lambda t: slope_rate(t) - e0, 1e-3 / e0, 10 / e0)
t_efold = brentq(lambda t: moment(t) - np.exp(-1), 1e-3 / e0, 30 / e0)
assert t_equal < t_cross
t_ten = 0.2 * np.exp(-1.5 * w**2) / e0
assert secant_rate(t_ten) > 0.9 * R0

# Discrete Ge neighbours: same mean and standard deviation of energy
discrete = {}
for sites in (4, 16):
    n = np.arange(sites + 1)
    p = binom.pmf(n, sites, ge_fraction)
    step = s / np.sqrt(sites * ge_fraction * (1 - ge_fraction))
    for sign in (-1, 1):
        E_n = E0 + sign * step * (n - sites * ge_fraction)
        assert abs(np.sum(p * (E_n - E0)**2) - s**2) < 1e-12
        discrete[sites, sign] = np.sum(p * rate(E_n)) / e0
        assert discrete[sites, sign] > 1
assert (abs(discrete[16, -1] - R0 / e0) < abs(discrete[4, -1] - R0 / e0))
assert (abs(discrete[16, 1] - R0 / e0) < abs(discrete[4, 1] - R0 / e0))

# Prefactor spread fully correlated with energy, both signs
log_spread = 0.3
correlated = []
for sign in (-1, 1):
    ratio = np.sum(gauss * rate(energy) * np.exp(sign * log_spread * z)) \
        * dz / e0
    assert abs(ratio / np.exp((w - sign * log_spread)**2 / 2) - 1) < 1e-8
    correlated.append(ratio)

# Diode: depletion, field, freeze-out and edge region
donors, built_in, reverse = 1e15, 0.7, 2.0
donor_depth, trap_ratio = 0.045, 0.01
eps = (11.7 + 4.5 * ge_fraction) * const.epsilon_0
Nc = band_density(T)
n1 = Nc / 2 * np.exp(-donor_depth / kT)
free = (-n1 + np.sqrt(n1**2 + 4 * n1 * donors)) / 2
fermi_depth = kT * np.log(Nc / free)
charge = q * donors * 1e6
W_reverse = np.sqrt(2 * eps * (built_in + reverse) / charge)
W_pulse = np.sqrt(2 * eps * built_in / charge)
field = charge * W_reverse / eps
edge = np.sqrt(2 * eps * np.maximum(energy - fermi_depth, 0) / charge)
edge_mean = np.sqrt(2 * eps * (E0 - fermi_depth) / charge)
weight = (W_reverse - edge)**2 - (W_pulse - edge)**2
edge_ratio = (np.sum(gauss * weight * rate(energy))
              / np.sum(gauss * weight) / e0)
fill_time = 1 / (cross_section * thermal_speed(T) * free)

# Field enhancement of the thermally weighted local density of states
m_tunnel = 0.19 * m_e
theta = ((hbar * q * field)**2 / (2 * m_tunnel))**(1 / 3)
b = theta / (const.k * T)
x = np.linspace(-14, 45, 60001)
with_field = np.sum(np.exp(-b * x) * airy(-x)[0]**2) * (x[1] - x[0])
enhancement = with_field * 2 * np.sqrt(np.pi * b)
closed = np.exp((hbar * q * field)**2 / (24 * m_tunnel * (const.k * T)**3))
assert abs(enhancement / closed - 1) < 1e-6

# Nonlinearity of capacitance, C proportional to sqrt(charge density)
t_small = 1e-5 / e0
C_start = np.sqrt(1 - trap_ratio)
C_small = np.sqrt(1 - trap_ratio * moment(t_small))
nonlinear = (C_small - C_start) / (1 - C_start) / t_small / R0

# Hole emission with a rough gap and a generous hole cross-section
gap, hole_factor = 1.0, 10.0
hole_ratio = hole_factor * rate(gap - E0) / e0
T_error = brentq(lambda d: rate(E0, T + d) - R0, 0, 20)

print(f"mean depth E0 = {E0:.3f} eV, spread s = {1e3*s:.1f} meV")
print(f"T = {T:.0f} K, kT = {1e3*kT:.3f} meV, Ge fraction = {ge_fraction}")
print(f"capture cross-section = {cross_section:.1e} cm2")
print(f"masses: density {m_dos}, velocity {m_velocity} m_e")
print(f"thermal speed = {thermal_speed(T):.3e} cm/s")
print(f"band density Nc = {Nc:.3e} cm^-3")
print(f"w = s/kT = {w:.4f}, w^2 = {w*w:.4f}")
print(f"rate at mean energy e0 = {e0:.3f} 1/s, 1/e0 = {1e3/e0:.2f} ms")
print(f"initial rate R0 (formula) = {R0:.3f} 1/s")
print(f"initial rate (integral) = {secant_rate(1e-9/e0):.3f} 1/s")
print(f"ratio R0/e0 = {R0/e0:.4f}")
print(f"rate-weighted mean depth = {1e3*first_mean:.2f} meV")
print(f"rate-weighted width = {1e3*first_width:.2f} meV")
print(f"apparent activation energy = {1e3*apparent:.2f} meV")
print(f"rate-weighted mean over s = {first_mean/s:.1f}")
print("t (ms), f(t), exp(-e0 t), instantaneous rate (1/s)")
for t in (0.001, 0.005, 0.01, 0.02, 0.05, 0.1, 0.2, 0.5):
    print(f"{1e3*t:5.0f}  {moment(t):.5f}  {np.exp(-e0*t):.5f}"
          f"  {slope_rate(t):.3f}")
print(f"instantaneous rate equals e0 at {1e3*t_equal:.2f} ms")
print(f"f crosses exp(-e0 t) at {1e3*t_cross:.2f} ms")
print(f"f falls to 1/e at {1e3*t_efold:.2f} ms")
print(f"time for secant bound of 10 percent = {1e3*t_ten:.2f} ms")
print(f"actual secant deficit there = {100*(1-secant_rate(t_ten)/R0):.2f} %")
for (sites, sign), value in discrete.items():
    word = "lowers" if sign < 0 else "raises"
    print(f"{sites} sites, Ge {word} depth: initial rate/e0 = {value:.4f}")
print(f"ln-prefactor spread = {log_spread}, fully correlated")
print(f"  larger prefactor for shallow traps: ratio = {correlated[0]:.4f}")
print(f"  larger prefactor for deep traps: ratio = {correlated[1]:.4f}")
print(f"donors = {donors:.1e} cm^-3, donor depth = {1e3*donor_depth:.0f} meV")
print(f"built-in = {built_in} V, reverse bias = {reverse} V")
print(f"relative permittivity = {eps/const.epsilon_0:.3f}")
print(f"ionized donors in neutral region = {100*free/donors:.2f} %")
print(f"depletion widths: reverse {1e6*W_reverse:.3f} um,"
      f" pulse {1e6*W_pulse:.3f} um")
print(f"Fermi level depth = {1e3*fermi_depth:.1f} meV,"
      f" edge region = {1e6*edge_mean:.3f} um")
print(f"initial rate/e0 with edge weighting = {edge_ratio:.4f}")
print(f"peak field = {field/1e8:.4f} MV/cm, tunnel mass = 0.19 m_e")
print(f"field enhancement at peak field = {enhancement:.4f}")
print(f"trap/donor ratio = {trap_ratio}, nonlinearity factor"
      f" = {nonlinear:.5f}")
print(f"rough gap = {gap} eV, hole/electron cross-section = {hole_factor:.0f}")
print(f"hole/electron emission ratio = {hole_ratio:.1e}")
print(f"trap filling time = {1e9*fill_time:.1f} ns")
print(f"temperature error imitating R0/e0 = {T_error:.2f} K")
print("tests ok")
```

Running it gives:

```
mean depth E0 = 0.230 eV, spread s = 10.0 meV
T = 120 K, kT = 10.341 meV, Ge fraction = 0.25
capture cross-section = 1.0e-15 cm2
masses: density 1.08, velocity 0.26 m_e
thermal speed = 1.335e+07 cm/s
band density Nc = 7.125e+18 cm^-3
w = s/kT = 0.9670, w^2 = 0.9352
rate at mean energy e0 = 20.825 1/s, 1/e0 = 48.02 ms
initial rate R0 (formula) = 33.240 1/s
initial rate (integral) = 33.240 1/s
ratio R0/e0 = 1.5961
rate-weighted mean depth = 220.33 meV
rate-weighted width = 10.00 meV
apparent activation energy = 220.33 meV
rate-weighted mean over s = 22.0
t (ms), f(t), exp(-e0 t), instantaneous rate (1/s)
    1  0.96808  0.97939  31.698
    5  0.86074  0.90111  27.430
   10  0.75720  0.81200  24.066
   20  0.60881  0.65934  19.940
   50  0.37014  0.35301  14.139
  100  0.20439  0.12461  10.173
  200  0.08906  0.01553  6.945
  500  0.01931  0.00003  3.922
instantaneous rate equals e0 at 17.36 ms
f crosses exp(-e0 t) at 42.34 ms
f falls to 1/e at 50.43 ms
time for secant bound of 10 percent = 2.36 ms
actual secant deficit there = 8.67 %
4 sites, Ge lowers depth: initial rate/e0 = 1.7185
4 sites, Ge raises depth: initial rate/e0 = 1.4626
16 sites, Ge lowers depth: initial rate/e0 = 1.6631
16 sites, Ge raises depth: initial rate/e0 = 1.5271
ln-prefactor spread = 0.3, fully correlated
  larger prefactor for shallow traps: ratio = 2.2316
  larger prefactor for deep traps: ratio = 1.2492
donors = 1.0e+15 cm^-3, donor depth = 45 meV
built-in = 0.7 V, reverse bias = 2.0 V
relative permittivity = 12.825
ionized donors in neutral region = 97.91 %
depletion widths: reverse 1.956 um, pulse 0.996 um
Fermi level depth = 92.0 meV, edge region = 0.442 um
initial rate/e0 with edge weighting = 1.6205
peak field = 0.0276 MV/cm, tunnel mass = 0.19 m_e
field enhancement at peak field = 1.1220
trap/donor ratio = 0.01, nonlinearity factor = 1.00250
rough gap = 1.0 eV, hole/electron cross-section = 10
hole/electron emission ratio = 2.1e-22
trap filling time = 76.5 ns
temperature error imitating R0/e0 = 2.36 K
tests ok
```
